# Weight-Average Size in Ring-Free Condensation of Trifunctional Silanols

A spin-on organosilicate dielectric begins as a liquid containing small molecules with silanol groups, Si-OH. Two silanols condense into a siloxane bridge, Si-O-Si, and release one water molecule. As condensation proceeds the molecules grow and branch, and eventually a network can span the whole sample. How large are the molecules, on average, at a given extent of reaction? For monomers with three silanols, an idealized model answers this in closed form.

## The model and the average

The monomer is RSi(OH)$_3$, where R is an organic group that takes no part in the reaction. Let $p$, the conversion, be the fraction of all original silanols that have condensed. There are three silanols per silicon and each bridge consumes two, so the number of bridges per silicon is

$$
B=\frac{3p}{2}. \tag{1}
$$

Four assumptions define the ideal model. Hydrolysis is complete, so every monomer starts with three silanols, and condensation is irreversible. All silanols are equally reactive, whatever has happened to their neighbours and however large their molecule is. No bridge joins two silicons that already belong to the same molecule, so no rings form. The batch is so large that quantities of order one divided by the number of monomers can be dropped.

A molecule with $x$ silicon atoms is called an $x$-mer, and $x$ is its degree of polymerization. Let $N_x$ be the number of $x$-mers divided by the number of original monomers. Silicon is conserved, so

$$
\sum_x xN_x=1. \tag{2}
$$

The weight-average degree of polymerization is

$$
X_w=\frac{\sum_x x^2N_x}{\sum_x xN_x}=\sum_x x\,(xN_x). \tag{3}
$$

"Weight" here means the number of silicon atoms. The mass of a molecule is not quite proportional to $x$, because condensation removes water; that correction is worked out below.

Equation (3) has a direct meaning. Pick a silicon atom at random. The probability that it lies in an $x$-mer is $xN_x$, the share of all silicon held by $x$-mers. Thus $X_w$ is the mean size of the molecule to which a randomly chosen silicon belongs. The claim is that

$$
X_w=\frac{1+p}{1-2p},\qquad 0\le p<\tfrac12 . \tag{4}
$$

## Counting outward from one silicon

Call the chosen silicon the root. Its direct neighbours form generation 1, their further neighbours generation 2, and so on. Because the molecule has no rings, each of its silicons is reached by one path from the root and belongs to one generation. Adding the generations therefore counts every silicon once.

The root has three silanols, each condensed with probability $p$. The mean number of silicons in generation 1 is

$$
G_1=3p. \tag{5}
$$

Now consider a silicon in generation 1. One of its three groups is already used by the bridge leading back to the root. Two groups remain that can lead outward. Equal reactivity means that the known bridge does not change the chance that these groups have condensed. In a large batch, knowing the state of a few groups also leaves the condensed fraction among the rest unchanged. Each of the two groups has therefore condensed with probability $p$, and the silicon has $2p$ outward neighbours on average. The same reasoning applies in every later generation:

$$
G_{g+1}=2p\,G_g,\qquad\text{so}\qquad G_g=3p\,(2p)^{g-1}. \tag{6}
$$

The mean size of the molecule is one, for the root, plus all generations:

$$
X_w=1+\sum_{g=1}^{\infty}G_g
=1+3p\left[1+2p+(2p)^2+\cdots\right]. \tag{7}
$$

The bracket is a geometric series with ratio $2p$. It converges for $2p<1$, and its sum is then $1/(1-2p)$. Hence

$$
X_w=1+\frac{3p}{1-2p}=\frac{1-2p+3p}{1-2p}=\frac{1+p}{1-2p}, \tag{8}
$$

which is equation (4).

The condition $p<1/2$ comes from the convergence of the series. At $p=0.55$ the closed form gives $-15.5$, which is no size at all. The series has then ceased to converge: each silicon has on average more than one outward neighbour, and the mean size of successive generations grows instead of falling towards zero.

For small $p$, equation (8) becomes $X_w\approx1+3p$. This is easily understood. To first order in $p$ there are monomers and dimers; a fraction $3p$ of the silicon is in dimers, and each such silicon sees a molecule of size two instead of one.

The role of the third silanol shows up on comparison with a bifunctional monomer, R$_2$Si(OH)$_2$, under the same assumptions. The root then has $2p$ neighbours on average, and every later silicon has just one outward group, so the ratio of the series is $p$:

$$
X_w^{(2)}=1+2p\left(1+p+p^2+\cdots\right)=1+\frac{2p}{1-p}=\frac{1+p}{1-p}. \tag{9}
$$

The numerator is the same, but the divergence has moved to complete conversion. For linear chains the weight average grows without limit only as the last groups react; for the branched molecules it does so as the conversion approaches one half.

## The same law from the kinetics

The counting argument used statistical independence while also forbidding rings. A second derivation imposes the ban on rings from the start and follows the reaction in time.

A ring-free $x$-mer contains $x-1$ bridges, since each bridge adds one previously separate piece. It began with $3x$ silanols and has used $2(x-1)$ of them, so the number left is

$$
3x-2(x-1)=x+2. \tag{10}
$$

Choose the unit of time so that the joining rate of $x$-mers with $y$-mers, per original monomer, is $(x+2)(y+2)N_xN_y$ for $x\ne y$, and half of this for $x=y$. The half prevents each pair of equal molecules from being counted twice. A double sum over all $x$ and $y$ likewise needs a factor $1/2$.

Let $S$ be the number of free silanols per monomer. By the definition of $p$, $S=\sum_x(x+2)N_x=3(1-p)$. The total joining rate is $S^2/2$, and each joining consumes two silanols:

$$
\frac{dS}{dt}=-2\cdot\frac{S^2}{2}=-S^2. \tag{11}
$$

Inserting $S=3(1-p)$ gives $-3\,dp/dt=-9(1-p)^2$, or

$$
\frac{dp}{dt}=3(1-p)^2. \tag{12}
$$

Next, let $M_2=\sum_xx^2N_x$, which equals $X_w$ by equations (2) and (3). When an $x$-mer joins a $y$-mer, the sum of squares rises by

$$
(x+y)^2-x^2-y^2=2xy. \tag{13}
$$

Multiplying by the joining rate and summing, we find

$$
\frac{dM_2}{dt}=\frac12\sum_{x,y}2xy\,(x+2)(y+2)N_xN_y
=\left[\sum_xx(x+2)N_x\right]^2=(M_2+2)^2 . \tag{14}
$$

The last step uses $\sum_x x(x+2)N_x=M_2+2\sum_x xN_x$ and equation (2). Division of (14) by (12) removes the time:

$$
\frac{dM_2}{dp}=\frac{(M_2+2)^2}{3(1-p)^2},\qquad M_2(0)=1. \tag{15}
$$

Set $u=M_2+2$, so that $u(0)=3$, and separate the variables:

$$
\int_3^u\frac{du'}{u'^2}=\frac13\int_0^p\frac{dp'}{(1-p')^2}
\quad\Rightarrow\quad
\frac13-\frac1u=\frac13\left(\frac1{1-p}-1\right)=\frac{p}{3(1-p)}. \tag{16}
$$

Solving for $1/u$ gives

$$
\frac1u=\frac{(1-p)-p}{3(1-p)}=\frac{1-2p}{3(1-p)}, \tag{17}
$$

and therefore

$$
M_2=\frac{3(1-p)}{1-2p}-2=\frac{3-3p-2+4p}{1-2p}=\frac{1+p}{1-2p}. \tag{18}
$$

The two routes agree. The kinetic one also shows why growth accelerates: large molecules carry many free silanols, so each of them is likelier to be joined than a small one, and by (13) joining two large molecules raises $M_2$ the most.

The joining rates also determine each population separately:

$$
\frac{dN_x}{dt}=\frac12\sum_{y+z=x}(y+2)(z+2)N_yN_z-(x+2)N_xS. \tag{19}
$$

The first term is the formation of $x$-mers from smaller molecules, and the second is their loss by joining anything else. For monomers the first term is absent. Dividing by (12) then gives $dN_1/dp=-3N_1/(1-p)$, with solution $N_1=(1-p)^3$. This is the probability that all three silanols of a silicon are free.

Equation (19) was integrated numerically from pure monomer, without using (4). The resulting $X_w$ is 1.3750, 2.0000, 3.2500 and 7.0000 at $p=0.10$, 0.20, 0.30 and 0.40. Equation (4) gives the same values to all printed digits.

## The number average and the approach to the threshold

Each ring-free bridge turns two molecules into one. Starting from one molecule per monomer, equation (1) gives

$$
\sum_xN_x=1-\frac{3p}{2},\qquad
X_n=\frac{\sum_xxN_x}{\sum_xN_x}=\frac{1}{1-3p/2}. \tag{20}
$$

This number average is the mean size when a molecule, not a silicon, is chosen at random. At $p=1/2$ it equals 4, while $X_w$ diverges. A measurement that counts molecules therefore gives little warning of the threshold.

To see how $X_w$ diverges, write $p=\tfrac12-\epsilon$ with small positive $\epsilon$. Then $1-2p=2\epsilon$ and $1+p\approx3/2$, so $X_w\approx3/(4\epsilon)$. Halving the distance to the threshold roughly doubles the weight average. The sensitivity to conversion rises faster still:

$$
\frac{dX_w}{dp}=\frac{(1-2p)+2(1+p)}{(1-2p)^2}=\frac{3}{(1-2p)^2}. \tag{21}
$$

## Beyond one half

Above the threshold it is better to ask whether a branch ends than to ask for its mean size. Here the groups are taken to be paired at random, with rings permitted when chance produces them. Let $v$ be the probability that the branch behind one silanol is finite. Either the silanol is free, with probability $1-p$, or it leads to a silicon whose two outward branches must both be finite:

$$
v=1-p+pv^2\quad\Longleftrightarrow\quad(v-1)\,[\,pv-(1-p)\,]=0. \tag{22}
$$

The roots are $1$ and $(1-p)/p$. To choose between them, let $v_g$ be the probability that the branch contains fewer than $g$ generations of silicons. Then $v_0=0$ and $v_{g+1}=1-p+pv_g^2$. The right-hand side increases with $v_g$, so the sequence rises and cannot pass the smaller root; it converges to that root. For $p\le1/2$ the smaller root is 1, and all branches are finite. For $p>1/2$ it is $(1-p)/p$. A silicon belongs to a finite molecule if its three branches are all finite, so the giant molecule, the gel, holds the fraction

$$
w_{\rm gel}=1-\left(\frac{1-p}{p}\right)^3 \tag{23}
$$

of the silicon. At $p=0.55$ this is 0.452. One randomly paired network of a million silicons had 0.456 of its silicon in the largest molecule. A single network gives no measure of the scatter, but the result confirms that a macroscopic molecule exists at this conversion.

## Weighting by true mass

Let $m_1$ be the molar mass of the monomer and $b$ that of water. An $x$-mer has lost $x-1$ water molecules, so its molar mass is

$$
m_x=xm_1-(x-1)b=ax+b,\qquad a=m_1-b. \tag{24}
$$

The degree of polymerization weighted by true mass is

$$
X_m=\frac{\sum_x(ax+b)\,xN_x}{\sum_x(ax+b)N_x}=\frac{aX_w+b}{a+b/X_n}, \tag{25}
$$

where (2), (3) and (20) supply the sums. Since $m_x$ is linear in $x$, the weight-average molar mass is

$$
M_w=aX_m+b. \tag{26}
$$

## A methylsilanetriol sol at 40 % conversion

Take CH$_3$Si(OH)$_3$, the fully hydrolysed precursor of methylsilsesquioxane low-k films, at $p=0.40$. Equations (8) and (20) give

$$
X_w=\frac{1.40}{0.20}=7.0,\qquad X_n=\frac1{1-0.60}=2.5. \tag{27}
$$

The monomers hold $(0.60)^3=0.216$ of the silicon. Measured by number they are $0.216\times2.5=0.54$ of all molecules. More than half the molecules are thus still monomers, while the molecule holding a randomly chosen silicon has a mean size of seven. A few large molecules raise this mean.

The first four generations contain 1.200, 0.960, 0.768 and 0.614 silicons on average. With the root they add up to 4.54, so about 35 % of $X_w$ comes from silicons more than four bridges away. A count in a randomly paired network of a million silicons gave 1.200, 0.961, 0.770 and 0.616. Four such networks gave a mean $X_w$ of 7.02. Rings were permitted in them, yet the four networks together contained only one, with 600,000 bridges in each. A single ring is too few to fix the average number, but it shows how rare they are. At this conversion, then, random pairing in a large, well-mixed batch produces hardly any rings. In a real liquid they come from the spatial closeness of groups on the same molecule, which random pairing ignores.

For the masses, $m_1=94.14$ g/mol, $b=18.02$ g/mol and $a=76.13$ g/mol. Equations (25) and (26) give

$$
X_m=\frac{76.13\times7+18.02}{76.13+18.02/2.5}=\frac{550.9}{83.34}=6.61, \tag{28}
$$

$$
M_w=(76.13\times6.61+18.02)\ \text{g/mol}\approx521\ \text{g/mol}. \tag{29}
$$

Weighting by true mass lowers the average degree of polymerization by 5.6 % relative to $X_w$. Small molecules have lost less water per silicon and so count for slightly more.

An error in the conversion matters more. At $p=0.39$ the ideal $X_w$ is 6.3, and at $p=0.41$ it is 7.8. An uncertainty of 0.01 in $p$ thus shifts the result by about 10 to 12 %, in accordance with the slope $3/(0.20)^2=75$ from (21).

## What rings and unequal reactivity do

Two of the assumptions can be relaxed in a stochastic simulation that forms one bridge at a time. Eight runs of 5000 silicons were made for each case, all stopped at $p=0.40$. With rings forbidden and equal reactivity the simulation gave $X_w=6.80$ with a standard error of 0.18, consistent with the ideal value of 7.

For rings, two groups on the same molecule were given a reaction rate proportional to the density with which a flexible chain brings its ends together. For a ring of $n$ silicons, with a statistical length $\ell$ per link, the Gaussian estimate is

$$
j_n=\left(\frac{3}{2\pi n\ell^2}\right)^{3/2}. \tag{30}
$$

With the rough value $\ell=0.40$ nm, a ring of four silicons has $j_4=0.644$ nm$^{-3}$. Smaller rings were excluded. The competing density is that of free silanols in the liquid. At a rough silicon concentration of 2.0 mol/L, or 1.204 nm$^{-3}$, it is $3\times0.60\times1.204=2.2$ nm$^{-3}$ at this conversion. The first density is about 30 % of the second, so for a silanol with a free partner at that distance in its own molecule, ring closure is not negligible beside growth.

In the simulation 5.6 % of the bridges closed rings, and $X_w$ fell to 5.35 with a nominal standard error of 0.05. Eight runs fix that error only roughly, and batches of 30,000 silicons give about 5.2, so the fall is best read as about a quarter of the ideal value. A simple estimate treats these bridges as wasted and puts the reduced conversion $0.40\times(1-0.056)=0.378$ into equation (4). This gives 5.6 and accounts for most of the fall, though not all of it. The size of the ring effect depends strongly on the rough inputs. Admitting rings of three silicons doubles the share of ring-closing bridges to about 11 % and lowers $X_w$ to about 4.3; $\ell=0.30$ nm gives about 4.5, and dilution to 0.5 mol/L about 4.1.

For unequal reactivity, rings were again forbidden, and the reactivity of the remaining silanols on a silicon was halved for each bridge it had already formed. The factor one half is a rough choice. The result was $X_w=3.88$ with a standard error of 0.03, about 45 % below the ideal value. The second generation indicates why. In a ring-free molecule, a silicon with $d$ bridges links $d(d-1)$ ordered pairs of second neighbours, so the mean size of generation 2 is the average of $d^2-d$ over all silicons. The mean of $d$ is fixed at $3p$. The reduced reactivity steers new bridges towards silicons that have few, which narrows the spread of $d$ and lowers the average of $d^2$.

The size of this effect follows from the fractions $f_d$ of silicons with $d$ bridges. A silicon with 0, 1 or 2 bridges has total reactivity 3, $2\times\tfrac12=1$ or $\tfrac14$. On a clock $s$ that makes these the reaction rates,

$$
f_0'=-3f_0,\qquad f_1'=3f_0-f_1,\qquad f_2'=f_1-\tfrac14f_2,\qquad f_3'=\tfrac14f_2 .
$$

Starting from $f_0=1$, the solution is $f_0=e^{-3s}$, $f_1=\tfrac32(e^{-s}-e^{-3s})$, $f_2=2(e^{-s/4}-e^{-s})-\tfrac6{11}(e^{-s/4}-e^{-3s})$, and $f_3$ is the remainder. The mean of $d$ reaches $3p=1.2$ at $s\approx0.685$, where the four fractions are about 0.13, 0.56, 0.29 and 0.02. The average of $d^2-d$ is then $2f_2+6f_3\approx0.70$, against $6p^2=0.96$ for equal reactivity. The second generation is thus about 27 % smaller.

In a real methylsilsesquioxane sol, hydrolysis may be incomplete, rings and cages form, and a silanol's reactivity depends on its surroundings and on the catalyst. For the rough parameters used here, unequal reactivity is the largest of the effects examined, although ring closure comes close to it in a more dilute sol or when three-silicon rings are allowed. Both lower $X_w$ at fixed conversion. The direction of the first effect depends on the chemistry: if each bridge made the remaining silanols of a silicon more reactive instead of less, the spread of $d$ would widen and $X_w$ would rise. Their combined effect was not computed, nor was the shifted threshold located. The value $p=1/2$ should therefore not be taken as the predicted gel point of a particular sol. The chosen conversion of 0.40 describes an early, liquid stage; a cured film has a much higher conversion and lies outside the range of equation (4). The numerical output below lists the results of the runs with 5000 silicons at the parameters first chosen.

## Values computed for the example and the checks

```
Population equations against formula
p = 0.10: Xw integrated 1.3750, formula 1.3750; Xn integrated 1.1765
p = 0.20: Xw integrated 2.0000, formula 2.0000; Xn integrated 1.4286
p = 0.30: Xw integrated 3.2500, formula 3.2500; Xn integrated 1.8182
p = 0.40: Xw integrated 7.0000, formula 7.0000; Xn integrated 2.5000
Share of silicon still monomer at p = 0.40: 0.2160

Random pairing, 4 networks of 1000000 silicons, p = 0.40
Generation 1: counted 1.2000, formula 1.2000
Generation 2: counted 0.9608, formula 0.9600
Generation 3: counted 0.7695, formula 0.7680
Generation 4: counted 0.6160, formula 0.6144
Xw from random pairing: 7.018
Mean number of rings per network: 0.25
Largest molecule, share of silicon: 0.000154
p = 0.55: largest molecule holds 0.4563 of silicon, formula 0.4523
p = 0.55: meaningless closed form -15.50

Worked example: methylsilanetriol, p = 0.40
Xw = 7.000, Xn = 2.500, ratio Xw/Xn = 2.800
Monomer molar mass: 94.14 g/mol
Water molar mass: 18.02 g/mol
Monomer minus water: 76.13 g/mol
Weight-average molar mass: 521.3 g/mol
Degree of polymerization weighted by true mass: 6.611
Change from true-mass weighting: -5.6 %
Xw at p = 0.39: 6.318
Xw at p = 0.41: 7.833

Neglected effects at p = 0.40, 8 runs of 5000 silicons each
Silicon concentration: 2.0 mol/L = 1.204 per nm^3
Step length: 0.40 nm
Contact density, ring of four silicons: 0.644 per nm^3
Control, rings forbidden: Xw = 6.80, standard error 0.18
Rings allowed: Xw = 5.35, standard error 0.05
Share of bridges that close rings: 5.6 %
Reactivity factor 0.5 per bridge: Xw = 3.88, standard error 0.03
```
